**Captured fraction of precursors on a terrace between absorbing steps**

The program tests f = (2λ/L) tanh(L/(2λ)), where f is the fraction of adsorbed precursors captured by the steps, L is the terrace width and λ = √(Dτ) is the diffusion length for diffusion coefficient D and desorption lifetime τ. It asserts that a finite-difference solution of the diffusion equation reproduces the coverage profile, the step flux, the desorbed remainder, both limits in L/λ and the slowest relaxation rate. A hopping master equation tests the position-dependent capture probability and the correction for a step barrier, and a two-dimensional random walk gives 0.4829 against 0.4820 from the formula. A radial finite-difference solution tests the rate at which precursors meet on an open terrace. For the model parameters at 450 K, λ is 21.7 nm and a 100 nm terrace has f = 0.426. The output also shows how f changes with terrace width, temperature, desorption prefactor, jump length and width distribution. The step sites fill in about 2.8 × 10⁻⁵ s, so this value of f describes the early part of a dose unless the sites are renewed.

## Numerical verification

```python
# Result under test: on a terrace of width L between perfectly absorbing steps,
# the steady captured fraction of adsorbed precursors is
#     f = (2 lam / L) tanh(L / (2 lam)),   lam = sqrt(D tau),
# D: diffusion coefficient, tau: mean time to desorption,
# F: adsorption rate per area, n: coverage (number per area).
# Lengths are in nm, times in s, energies in eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.special import k0, k1


def fraction(width, lam):
    return 2 * lam / width * np.tanh(width / (2 * lam))


def solve_tridiagonal(diagonal, off, rhs):
    bands = np.zeros((3, len(rhs)))
    bands[0, 1:] = off
    bands[1] = diagonal
    bands[2, :-1] = off
    return solve_banded((1, 1), bands, rhs)


def terrace_numeric(width, D, tau, F, cells=4000):
    """Finite-difference coverage, captured fraction and desorbed fraction."""
    h = width / cells
    diagonal = np.full(cells - 1, 2 * D / h**2 + 1 / tau)
    n = solve_tridiagonal(diagonal, -D / h**2, np.full(cells - 1, F))
    slope_left = (4 * n[0] - n[1]) / (2 * h)
    slope_right = (4 * n[-1] - n[-2]) / (2 * h)
    captured = D * (slope_left + slope_right) / (F * width)
    desorbed = n.sum() * h / tau / (F * width)
    x = -width / 2 + h * np.arange(1, cells)
    return x, n, captured, desorbed


def lattice_capture(sites, hop_one_way, desorb, last_hop_factor=1.0):
    """Capture probability from each interior site of a hopping lattice."""
    diagonal = np.full(sites - 1, desorb + 2 * hop_one_way)
    diagonal[[0, -1]] = desorb + hop_one_way * (1 + last_hop_factor)
    rhs = np.zeros(sites - 1)
    rhs[[0, -1]] = hop_one_way * last_hop_factor
    return solve_tridiagonal(diagonal, -hop_one_way, rhs)


# Round model parameters
T = 450.0
E_des, E_hop, E_step = 0.50, 0.10, 0.10
attempt = 1e13
a = 0.25
L = 100.0
pressure_torr = 1e-3
mass_u = 100.0
diameter = 0.5
kB = const.k / const.e


def rates(temperature, desorption_attempt=attempt):
    hop = attempt * np.exp(-E_hop / (kB * temperature))
    desorb = desorption_attempt * np.exp(-E_des / (kB * temperature))
    return hop, desorb


hop_rate, desorb_rate = rates(T)
D = a**2 * hop_rate / 4
tau = 1 / desorb_rate
lam = np.sqrt(D * tau)
u = L / (2 * lam)
f = fraction(L, lam)
flux_SI = pressure_torr * const.torr / np.sqrt(
    2 * np.pi * mass_u * const.atomic_mass * const.k * T)
F = flux_SI * 1e-18
assert abs(lam / (a / 2 * np.exp((E_des - E_hop) / (2 * kB * T))) - 1) < 1e-10

# Diffusion equation solved numerically: profile, step flux, desorption balance
x, n, f_numeric, desorbed_numeric = terrace_numeric(L, D, tau, F)
profile = F * tau * (1 - np.cosh(x / lam) / np.cosh(u))
assert np.max(np.abs(n - profile)) < 1e-5 * F * tau
assert abs(desorbed_numeric - (1 - f)) < 1e-5
for ratio in (0.3, 1.0, 4.0, 20.0):
    result = terrace_numeric(ratio * lam, D, tau, F)
    assert abs(result[2] / fraction(ratio * lam, lam) - 1) < 1e-4
    assert abs(result[2] + result[3] - 1) < 1e-4
    if ratio == 0.3:
        assert abs(result[2] - (1 - ratio**2 / 12)) < 1e-4
    if ratio == 20.0:
        assert abs(result[2] - 2 / ratio) < 1e-4

# Slowest relaxation rate from the discretized operator
cells = 1000
h = L / cells
slowest = eigh_tridiagonal(
    np.full(cells - 1, 2 * D / h**2 + 1 / tau),
    np.full(cells - 2, -D / h**2), eigvals_only=True,
    select='i', select_range=(0, 0))[0]
relax_rate = 1 / tau + np.pi**2 * D / L**2
assert abs(slowest / relax_rate - 1) < 1e-4

# Hopping master equation: capture probability and its terrace average
sites = int(round(L / a))
p = lattice_capture(sites, hop_rate / 4, desorb_rate)
position = -L / 2 + a * np.arange(1, sites)
assert np.max(np.abs(p - np.cosh(position / lam) / np.cosh(u))) < 1e-3
f_lattice = (1 + p.sum()) / sites
assert abs(f_lattice - f) < 1e-3

# Random walk in two dimensions; only x matters for capture.
# Hop rate / desorption rate = 400, so lam = 10 lattice spacings.
rng = np.random.default_rng(7)
walkers, walk_width, rate_ratio = 100000, 40, 400.0
walk = rng.integers(0, walk_width, walkers)
captured = np.count_nonzero(walk == 0)
walk = walk[walk > 0]
moves = np.array([1, -1, 0, 0])
while walk.size:
    walk = walk[rng.random(walk.size) >= 1 / (1 + rate_ratio)]
    walk = walk + moves[rng.integers(0, 4, walk.size)]
    hit = (walk == 0) | (walk == walk_width)
    captured += np.count_nonzero(hit)
    walk = walk[~hit]
f_walk = captured / walkers
f_walk_formula = fraction(walk_width, np.sqrt(rate_ratio / 4))
# four standard errors (0.0063) plus the small lattice correction
assert abs(f_walk - f_walk_formula) < 0.0075

# Extra barrier for the last hop into a step
last_factor = np.exp(-E_step / (kB * T))
ell = a * (1 / last_factor - 1)
f_barrier = f / (1 + ell / lam * np.tanh(u))
p_barrier = lattice_capture(sites, hop_rate / 4, desorb_rate, last_factor)
f_barrier_lattice = (1 + p_barrier.sum()) / sites
# tolerance covers the finite lattice spacing; the barrier effect is larger
assert abs(f_barrier_lattice / f_barrier - 1) < 5e-3
assert f - f_barrier > 0.02

# Meetings between precursors on an open terrace, checked in s = ln(r)
z = diameter / lam
meeting_factor = 2 * np.pi * z * k1(z) / k0(z)
s, ds = np.linspace(np.log(diameter), np.log(30 * lam), 6001, retstep=True)
rhs = np.zeros(len(s) - 2)
rhs[0] = 1.0
depletion = solve_tridiagonal(
    2 + ds**2 * np.exp(2 * s[1:-1]) / lam**2, -1.0, rhs)
slope = (3 - 4 * depletion[0] + depletion[1]) / (2 * ds)
assert abs(2 * np.pi * slope / meeting_factor - 1) < 1e-3
meetings = 2 * lam**2 * F * tau * meeting_factor

# Other neglected effects
hop2, desorb2 = rates(T, 100 * attempt)
lam_prefactor = np.sqrt(a**2 * hop2 / 4 / desorb2)
lam_long = np.sqrt(2) * lam
f_random = quad(lambda t: np.exp(-t) * 2 * lam / L * np.tanh(u * t),
                0, np.inf)[0]
assert f_random < f
edge_rate = F * L * f
fill_time = 1 / (diameter * edge_rate)
assert fill_time > 100 * tau

print(f"Temperature: {T:.0f} K; thermal energy: {kB*T:.5f} eV")
print(f"Desorption energy: {E_des:.2f} eV; hop barrier: {E_hop:.2f} eV")
print(f"Attempt frequency, both processes: {attempt:.1e} 1/s")
print(f"Lattice spacing: {a:.2f} nm; terrace width: {L:.0f} nm")
print(f"Pressure: {pressure_torr:.1e} Torr; molecular mass: {mass_u:.0f} u")
print(f"Molecular diameter: {diameter:.2f} nm")
print(f"Hop barrier / thermal energy: {E_hop/(kB*T):.3f}")
print(f"Total hop rate: {hop_rate:.4e} 1/s")
print(f"Diffusion coefficient: {D:.4e} nm^2/s")
print(f"Desorption lifetime: {tau:.4e} s")
print(f"Diffusion length: {lam:.3f} nm")
print(f"L/(2 lambda): {u:.4f}; its tanh: {np.tanh(u):.5f}")
print(f"Captured fraction, formula: {f:.5f}")
print(f"Captured fraction, diffusion equation solved: {f_numeric:.5f}")
print(f"Captured fraction, hopping lattice: {f_lattice:.5f}")
print(f"Desorbed fraction, diffusion equation: {desorbed_numeric:.5f}")
print(f"Wide-terrace estimate 2 lambda/L: {2*lam/L:.5f}")
print(f"Capture probability from terrace centre: {1/np.cosh(u):.5f}")
print(f"Adsorption rate: {F:.4e} 1/(nm^2 s)")
print(f"Coverage without steps, F tau: {F*tau:.4e} 1/nm^2")
print(f"Coverage at terrace centre: {F*tau*(1-1/np.cosh(u)):.4e} 1/nm^2")
print(f"Slowest relaxation time: {1/relax_rate:.4e} s")
print(f"Random walk (width 40, lambda 10 spacings): {f_walk:.4f}")
print(f"Formula for that random walk: {f_walk_formula:.4f}")
for width in (10, 20, 50, 200, 500, 1000):
    print(f"Width {width} nm: captured fraction {fraction(width, lam):.4f}")
for temperature in (400, 500):
    hop_t, desorb_t = rates(temperature)
    lam_t = np.sqrt(a**2 * hop_t / 4 / desorb_t)
    print(f"At {temperature} K: lambda {lam_t:.2f} nm, "
          f"captured fraction {fraction(L, lam_t):.4f}")
print(f"Extra step barrier: {E_step:.2f} eV; length ell: {ell:.3f} nm")
print(f"Captured fraction with step barrier, formula: {f_barrier:.4f}")
print(f"Same, hopping lattice: {f_barrier_lattice:.4f}")
print(f"Desorption prefactor x100: lambda {lam_prefactor:.3f} nm, "
      f"captured fraction {fraction(L, lam_prefactor):.4f}")
print(f"Mean-square jump x2: lambda {lam_long:.2f} nm, "
      f"captured fraction {fraction(L, lam_long):.4f}")
print(f"Exponential widths, same mean: captured fraction {f_random:.4f}")
print(f"Meetings per lifetime, open terrace: {meetings:.4f}")
print(f"Capture rate per step length: {edge_rate:.4e} 1/(nm s)")
print(f"Time to fill one site per diameter: {fill_time:.4e} s")
print(f"Fill time / desorption lifetime: {fill_time/tau:.1f}")
print("checks complete")
```

Printed output:

```
Temperature: 450 K; thermal energy: 0.03878 eV
Desorption energy: 0.50 eV; hop barrier: 0.10 eV
Attempt frequency, both processes: 1.0e+13 1/s
Lattice spacing: 0.25 nm; terrace width: 100 nm
Pressure: 1.0e-03 Torr; molecular mass: 100 u
Molecular diameter: 0.50 nm
Hop barrier / thermal energy: 2.579
Total hop rate: 7.5866e+11 1/s
Diffusion coefficient: 1.1854e+10 nm^2/s
Desorption lifetime: 3.9788e-08 s
Diffusion length: 21.718 nm
L/(2 lambda): 2.3023; its tanh: 0.98019
Captured fraction, formula: 0.42575
Captured fraction, diffusion equation solved: 0.42575
Captured fraction, hopping lattice: 0.42575
Desorbed fraction, diffusion equation: 0.57425
Wide-terrace estimate 2 lambda/L: 0.43435
Capture probability from terrace centre: 0.19808
Adsorption rate: 1.6559e+03 1/(nm^2 s)
Coverage without steps, F tau: 6.5886e-05 1/nm^2
Coverage at terrace centre: 5.2836e-05 1/nm^2
Slowest relaxation time: 2.7150e-08 s
Random walk (width 40, lambda 10 spacings): 0.4829
Formula for that random walk: 0.4820
Width 10 nm: captured fraction 0.9827
Width 20 nm: captured fraction 0.9348
Width 50 nm: captured fraction 0.7107
Width 200 nm: captured fraction 0.2171
Width 500 nm: captured fraction 0.0869
Width 1000 nm: captured fraction 0.0434
At 400 K: lambda 41.38 nm, captured fraction 0.6920
At 500 K: lambda 12.97 nm, captured fraction 0.2591
Extra step barrier: 0.10 eV; length ell: 3.045 nm
Captured fraction with step barrier, formula: 0.3743
Same, hopping lattice: 0.3749
Desorption prefactor x100: lambda 2.172 nm, captured fraction 0.0434
Mean-square jump x2: lambda 30.71 nm, captured fraction 0.5687
Exponential widths, same mean: captured fraction 0.3308
Meetings per lifetime, open terrace: 0.1003
Capture rate per step length: 7.0500e+04 1/(nm s)
Time to fill one site per diameter: 2.8369e-05 s
Fill time / desorption lifetime: 713.0
checks complete
```
